# Valley Tensors and Stress-Induced Dichroism in the Indirect Absorption of Silicon

Silicon absorbs near its band edge by taking up a photon and, in the same process, emitting or absorbing a phonon. The electron goes from the valence maximum at the zone centre to one of six conduction valleys, which lie on the cubic axes at $\mathbf k_0\mathbf n$ with $\mathbf n=\pm\hat x,\pm\hat y,\pm\hat z$. The problem is to find how this absorption depends on linear polarization, first valley by valley and then for the whole crystal, with and without stress.

The light is weak and is treated in the dipole approximation. Its polarization is a real unit vector $\mathbf e$, and the absorption coefficient is written $\alpha(\mathbf e)=\sum_{ij}e_i\alpha_{ij}e_j$. Phonons are in thermal equilibrium.

## (a) The two-step amplitude

**Find the amplitude for a transition from a valence state $v$ at the zone centre to the conduction minimum $c$ of one valley. Treat filled intermediate states correctly.**

Let $s=+1$ denote phonon emission and $s=-1$ phonon absorption. Energy conservation requires

$$\hbar\omega=E_c-E_v+s\hbar\Omega .\qquad(1)$$

Let $V$ be the electron–phonon coupling and $\mathbf p$ the momentum operator. Second-order perturbation theory divides each product of matrix elements by (initial energy − intermediate energy), with the quanta included.

If the photon acts first, the electron passes through a zone-centre state $n$, and the denominator is $\hbar\omega-(E_n-E_v)$. If the phonon acts first, it passes through a state $m$ at the valley wave vector, and the denominator is $-s\hbar\Omega-(E_m-E_v)$. Removing a common minus sign, which does not affect the rate, gives

$$A_j=\sum_n\frac{V_{cn}(p_j)_{nv}}{E_n-E_v-\hbar\omega}+\sum_m\frac{(p_j)_{cm}V_{mv}}{E_m-E_v+s\hbar\Omega}.\qquad(2)$$

This derivation assumed empty intermediate states. If $n$ is filled, the electron in $n$ must first go to $c$ with the phonon; then the photon lifts $v$ into the vacancy. The denominator is now
$$-s\hbar\Omega-(E_c-E_n)=E_n-E_v-\hbar\omega ,$$
where (1) was used. This is the negative of the empty-state denominator. The operators also appear in the other order:
$$c_n^\dagger c_v\,c_c^\dagger c_n=c_n^\dagger c_n\,c_vc_c^\dagger=-c_n^\dagger c_n\,c_c^\dagger c_v .$$
The two minus signs cancel. For a filled $m$, the photon first takes $m$ to $c$, with denominator $\hbar\omega-(E_c-E_m)=E_m-E_v+s\hbar\Omega$. It is again reversed, and again compensated by the exchange sign. The sums in (2) therefore run over filled and empty states alike.

The terms with $n$ in the valence-top triplet vanish because these states have equal parity and $\mathbf p$ is odd. The term $m=c$ vanishes because the electron velocity is zero at the band minimum.

## (b) The tensor of one valley

**Use symmetry to find the form of the absorption tensor of the $+z$ valley.**

The rate is proportional to $|\mathbf e\cdot\mathbf A|^2$. Summing over degenerate valence states, phonon partners and final states in the valley defines

$$T_{ij}=\sum A_i^*A_j .\qquad(3)$$

The cubic operations that leave $+\hat z$ fixed are fourfold rotations about $z$ and mirrors containing $z$. They form the group $C_{4v}$. Some are accompanied in the diamond lattice by a fractional translation, but this changes only the phases of the amplitudes. Each operation $R$ permutes or mixes the states within the sum without changing the total, so $T=RTR^{\mathsf T}$.

- The half-turn $x\to-x,\ y\to-y$ gives $T_{xz}=-T_{xz}$ and $T_{yz}=-T_{yz}$. Both vanish, as do $T_{zx}$ and $T_{zy}$.
- The mirror $x\to-x$ gives $T_{xy}=-T_{xy}=0$, and likewise $T_{yx}=0$.
- The quarter-turn exchanges the $x$ and $y$ axes, so $T_{xx}=T_{yy}$.

Write $a_\perp=T_{xx}$ and $a_\parallel=T_{zz}$. Then

$$T_{\hat z}=a_\perp\mathbf 1+(a_\parallel-a_\perp)\hat z\hat z^{\mathsf T}.\qquad(4)$$

The tensor is uniaxial about the valley axis. Symmetry permits $a_\parallel\ne a_\perp$ but does not fix the difference. The argument needs the complete sum: one valence orbital or one transverse phonon, taken alone, may have lower symmetry.

## (c) Adding the valleys

**Add the six tensors with weights $w_{\mathbf n}$. When is the result isotropic?**

In the unstrained crystal a cubic rotation carries $+\hat z$ to any other valley axis. It rotates (4) into

$$T_{\mathbf n}=a_\perp\mathbf 1+(a_\parallel-a_\perp)\mathbf n\mathbf n^{\mathsf T},\qquad(5)$$

with the same two constants. Define axis sums $W_x=w_{+x}+w_{-x}$, and similarly for $y$ and $z$. Opposite valleys have the same $\mathbf n\mathbf n^{\mathsf T}$, so

$$\alpha=a_\perp(W_x+W_y+W_z)\mathbf 1+(a_\parallel-a_\perp)\,\mathrm{diag}(W_x,W_y,W_z).\qquad(6)$$

For six equal weights $w$, each axis sum is $2w$ and

$$\alpha=[6wa_\perp+2w(a_\parallel-a_\perp)]\mathbf 1=2w(a_\parallel+2a_\perp)\mathbf 1 .\qquad(7)$$

The anisotropy of each valley remains, but the three axes contribute it equally. For general weights,

$$\alpha_{ii}-\alpha_{jj}=(a_\parallel-a_\perp)(W_i-W_j).\qquad(8)$$

Dichroism therefore requires two things: $a_\parallel\ne a_\perp$ and unequal axis sums. Unequal valley weights alone do not suffice. Moving weight from $-z$ to $+z$ at fixed $W_z$ changes nothing in (6).

## (d) How anisotropic is one valley?

**Estimate the ratio $a_\parallel/a_\perp$ from a band model.**

Equation (2) can be evaluated with a local empirical pseudopotential for silicon. The lattice constant is 5.43 Å. The ionic form factors are −0.224, 0.055 and 0.072 Ry at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$. A smooth curve joins them, starting at $-\tfrac23E_F$ at zero wave vector, where $E_F$ is the free-electron Fermi energy at the valence density, and ending at zero at wave vector $4(2\pi/a)$.

The phonon coupling comes from moving these ionic potentials rigidly. Each of the two atoms in the cell is displaced along $x$, $y$ and $z$ with equal amplitude, and all six patterns have the energy 58 meV. Spin–orbit coupling is omitted. Diagonalization with 113 plane waves at the zone centre gives an indirect gap of 1.04 eV, a direct gap of 3.36 eV at the zone centre, and a conduction minimum at $0.85(2\pi/a)$.

Summing (2) for phonon emission gives

$$\frac{a_\parallel}{a_\perp}=0.272,\qquad \beta\equiv\frac{a_\parallel-a_\perp}{a_\parallel+2a_\perp}=\frac{0.272-1}{0.272+2}=-0.320 .\qquad(9)$$

In this model a valley absorbs more strongly when the field is perpendicular to its axis. Phonon absorption gives $\beta=-0.325$, so one value serves for both processes below. The last digit is not converged at this basis size: with 283 or more plane waves the ratio is 0.267 and $\beta=-0.324$, which would raise the 12.1% found in (h) to 12.2%.

## (e) The weight of a valley

**Suppose the edge of a valley is shifted by $\delta$. How does its weight depend on photon energy?**

Take the matrix elements at the band extrema and treat both bands as parabolic. Phonons can supply any small change of wave vector, so the electron and hole energies are independent apart from their sum $E$. Each density of states varies as the square root of energy. With $x=E\sin^2\theta$,

$$\int_0^E\!\sqrt{x(E-x)}\,dx=2E^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi E^2}{8}.\qquad(10)$$

The ellipsoidal conduction mass changes the prefactor, but equally for all six valleys. Emission carries the factor $N+1$ and absorption $N$, where $N=[e^{\hbar\Omega/k_BT}-1]^{-1}$. Without common factors,

$$w(\delta)=(N+1)(\hbar\omega-E_g-\delta-\hbar\Omega)_+^2+N(\hbar\omega-E_g-\delta+\hbar\Omega)_+^2 ,\qquad(11)$$

where $(y)_+$ is $y$ if positive and zero otherwise. Excitons and broadening of the edge are absent.

## (f) Valley shifts under stress

**Find the shifts for uniaxial stress $\sigma$, positive in tension, along a unit vector $\mathbf u$. Compare [001], [111] and [110].**

To first order in strain $\varepsilon$, the edge of valley $\mathbf n$ moves by $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n$. The average over the three axes is a common gap shift, treated separately in (i). The remainder is

$$\delta_{\mathbf n}=\Xi_u\left(\varepsilon_{nn}-\tfrac13\mathrm{tr}\,\varepsilon\right).\qquad(12)$$

Cubic elasticity gives $\sigma_{nn}=(C_{11}-C_{12})\varepsilon_{nn}+C_{12}\,\mathrm{tr}\,\varepsilon$, with $\sigma_{nn}=\sigma u_n^2$. Subtracting the average over the axes removes the trace term:

$$\delta_{\mathbf n}=\frac{\Xi_u\sigma}{C_{11}-C_{12}}\left(u_n^2-\tfrac13\right).\qquad(13)$$

For [001], define $\Delta=\delta_z-\delta_x$. Then

$$\Delta=\frac{\Xi_u\sigma}{C_{11}-C_{12}},\qquad \delta_z=\tfrac23\Delta,\qquad \delta_x=\delta_y=-\tfrac13\Delta .\qquad(14)$$

With $\Xi_u>0$, tension raises the two $z$ valleys and lowers the other four. For [111], all $u_n^2=1/3$ and the valleys do not split. For [110], $u_x^2=u_y^2=1/2$ and $u_z=0$, so $\delta_z-\delta_x=-\Delta/2$: half the [001] splitting at the same stress, with the opposite sign.

## (g) The dichroism

**For [001] stress, express the relative dichroism through $\beta$ and the valley weights. Find its limits for small and large splitting.**

Keep $a_\parallel$ and $a_\perp$ at their unstrained values, so that stress acts only through the weights. Now $w_z$ and $w_x=w_y$ are weights per valley, and $W_i=2w_i$. From (8) and the trace of (6),

$$\alpha_z-\alpha_x=2(w_z-w_x)(a_\parallel-a_\perp),$$
$$\mathrm{tr}\,\alpha=2(w_z+2w_x)(a_\parallel+2a_\perp).$$

Define $D$ as the difference divided by the mean absorption $\bar\alpha=\mathrm{tr}\,\alpha/3$. Then

$$D=\frac{\alpha_z-\alpha_x}{\bar\alpha}=3P\beta,\qquad P=\frac{w_z-w_x}{w_z+2w_x}.\qquad(15)$$

One factor describes the valley imbalance and the other the anisotropy of a valley. Since $\alpha_x=\alpha_y$, light travelling along $z$ sees no linear dichroism. Light travelling along $y$ can have its field along $z$ or $x$, and sees the full difference.

**Small splitting.** Shifting an edge by $\delta$ is equivalent to lowering the photon energy by $\delta$, so $w(\delta)\approx w_0-w_0'\delta$, with $w_0=w(0)$ and $w_0'=dw_0/d(\hbar\omega)$. Hence $w_z-w_x\approx-w_0'\Delta$. The sum $w_z+2w_x$ stays at $3w_0$ to this order, because $\delta_z+2\delta_x=0$. Therefore

$$D\approx-\beta\Delta\frac{d\ln w_0}{d(\hbar\omega)}.\qquad(16)$$

A steep absorption edge amplifies a small splitting. The expansion requires $|\Delta|$ to be small compared with the distance from every threshold that contributes appreciably to $w_0$ or to its slope $w_0'$. Just above the emission threshold, emission can supply little of $w_0$ but much of $w_0'$, and (16) is then less accurate.

**One set of valleys open.** If only the four $x,y$ valleys can absorb, $w_z=0$, $P=-1/2$ and $D=-3\beta/2$. If only the two $z$ valleys can absorb, $P=1$ and $D=3\beta$. With (9) these limits are +48% and −96%. Within this model they do not grow with further splitting.

## (h) A stressed waveguide photodetector

**Evaluate the result at 1000 nm and 300 K for 200 MPa tension along [001]. The light travels along $y$ through 0.5 mm of silicon.**

Take rough silicon values: $E_g=1.12$ eV, $\hbar\Omega=58$ meV, $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa. The unstrained absorption is set to a rough 60 cm⁻¹. From (14),

$$\Delta=9\ \mathrm{eV}\times\frac{0.200}{166-64}=17.65\ \mathrm{meV},$$

so $\delta_z=11.76$ meV and $\delta_x=-5.88$ meV.

The photon energy is 1.2398 eV and $N=0.1187$. Without strain, the energies above the emission and absorption thresholds are 61.8 and 177.8 meV. Inserting the shifts in (11) gives, in units of $10^{-3}$ eV²,

$$w_0=8.032,\qquad w_z=6.078,\qquad w_x=9.137 .$$

Therefore

$$P=\frac{6.078-9.137}{6.078+2(9.137)}=-0.1256,$$
$$D=3(-0.1256)(-0.3204)=0.121 .$$

The approximation (16) gives 12.7%, close to the 12.1% from the full weights. The sign follows from three facts: tension favours the $x,y$ valleys, $\hat z$ is perpendicular to the axes of all four, and in this model a valley absorbs more strongly when the field is perpendicular to its axis.

The mean absorption becomes
$$\bar\alpha=60\,\frac{w_z+2w_x}{3w_0}=60.6\ \mathrm{cm^{-1}} .$$
Since $\alpha_z=\bar\alpha(1+2D/3)$ and $\alpha_x=\bar\alpha(1-D/3)$, the two coefficients are 65.5 and 58.2 cm⁻¹. If the whole optical mode lies in uniformly stressed silicon, the difference in transmission loss is

$$10\log_{10}(e)\,(65.52-58.20)(0.05)=1.59\ \mathrm{dB}.$$

The photocurrent responds much less at this length. The absorbed fractions $1-e^{-\alpha L}$ are 96.2% and 94.6%, because nearly all the light is absorbed in both cases. In a very short detector their ratio would approach $65.5/58.2=1.13$.

At the same stress, $D$ is 7.5% at 950 nm and 10.5% at 1050 nm, so it does not rise steadily towards long wavelengths. Equation (16) explains this. For a single phonon process, $d\ln w_0/d(\hbar\omega)=2/E$, with $E$ the energy above its threshold. At 950 nm both processes are further above threshold than at 1000 nm, and the slope is smaller. At 1050 nm the photon energy, 1.181 eV, is only about 3 meV above the unstrained emission threshold, so emission contributes little. Most of the absorption then comes from phonon absorption, about 119 meV above its own threshold, where $2/E$ is modest.

## (i) What limits the result?

**Size the main omissions for this example, and set the model beside a real device.**

*Valence bands.* Stress also splits the holes. With a rough valence deformation potential $b=-2.1$ eV, heavy holes rise and light holes fall by $|b|(\varepsilon_{zz}-\varepsilon_{xx})$, a splitting of 8.2 meV. To estimate the effect, the model tensors were resolved by valence orbital $x,y,z$. The spin-summed zone-centre orbital weights are $(1,1,0)$ for heavy holes and $(\tfrac13,\tfrac13,\tfrac43)$ for light holes. For simplicity, every hole band is given the same density of states. The hole splitting alone gives $D=5.1\%$; together with the valley splitting it gives 16.4%. Adding the split-off band 44 meV below, with weights $(\tfrac23,\tfrac23,\tfrac23)$, gives 16.1%. These figures keep the unstrained orbital weights. Stress also mixes the light-hole and split-off states, and including this mixing at the zone centre raises the estimate to about 21%.

The hole contribution is therefore a substantial correction, and the 12.1% is the valley part of the dichroism. The estimate is itself rough, because holes away from the zone centre mix these orbitals. Equal valley edges, as under [111] stress, likewise do not guarantee zero total dichroism.

*Phonons.* Longitudinal displacements alone give $\beta=-0.500$, and transverse ones alone give $-0.302$. At fixed $P$, these correspond to $D=18.8\%$ and 11.4%. The relative strengths of the real phonon modes therefore matter. Since $a_\parallel\ge0$, $\beta$ cannot fall below $-\tfrac12$, so the longitudinal value is essentially the lower limit of $\beta$, and 18.8% is the largest valley dichroism at this $P$. The transverse value is not a bound: it combines acoustic and optical motion, which have different $\beta$, and assigns both the energy 58 meV, although real acoustic phonons have lower energies. Transverse displacements carry about 91% of the summed strength in this model. Resolving the modes with a nearest-neighbour force model gives $\beta\approx-0.30$ for the dominant transverse optical mode, and $D\approx11\%$ when each mode has its own energy. Reducing the zero-wave-vector ionic potential by 30% changes $\beta$ only to $-0.324$; joining the same form factors with a cubic spline instead gives $-0.314$.

*Edges and matrix elements.* A hydrogen-like exciton with rough reduced mass $0.15m_e$ and relative permittivity 11.7 has a binding energy of 15 meV. Lowering all edges by this amount gives $D=10.7\%$, though it does not reproduce the exciton line shape. With a rough gap deformation potential of 1.5 eV, the common gap shift is 1.0 meV. Stress also changes the intermediate energies in (2). A shift $\Delta$ in a denominator of $3.357-1.040-0.058=2.259$ eV changes a rate by about $2\Delta/2.259\ \mathrm{eV}=1.6\%$. This is a scale for the effect of one denominator, not a calculated dichroism. The change of the matrix elements as the carriers move away from the band extrema is also left out.

*Real devices.* The gap, stress and wavelength are realistic for silicon near its absorption edge, and 58 meV is close to the transverse optical phonon energy at the valley wave vector. The model edge is, however, steeper than the measured one: near 1000 nm its logarithmic slope is about 22 eV⁻¹, against roughly 18 eV⁻¹ in tabulated silicon absorption, so by (16) the valley part for real silicon may be nearer 10%. The example does not describe telecommunication light at 1550 nm: its photon energy, 0.80 eV, lies below the indirect gap. Among the omitted effects of stress sized above, the valence-band effects move the result most, from about 12% to roughly 16–21%; the mix of phonon modes changes it by about one percentage point in the mode-resolved estimate above, and by more only if the real relative strengths differ strongly from those of the model. Film stress in a real waveguide is also non-uniform, and the mode extends into the cladding, so both the local splitting and the absorbing fraction must be averaged over the mode.

Orientation matters as well. For tension along [110] at the same magnitude, (13) and (16) give a valley contribution of about −6% between fields along $z$ and in the $xy$ plane. Here the valley weights produce no difference between in-plane directions. The accompanying shear strain lowers the symmetry of the matrix elements and valence states, however, so an in-plane difference from those sources is not excluded.
